Photon spin from E × A: why helicity zero is missing

**Question**

I am quantizing the free electromagnetic field in a periodic box, in Gaussian units and Coulomb gauge. My exercise gives the spin operator as

S = (1/4πc) ∫ E × A d³r

and asks me to evaluate it on circularly polarized modes, then deduce which helicities a photon can have.

I insert the mode expansions and get stuck in three places. First, there are terms with two annihilation operators, which would make S change the photon number. Second, the terms a a† and a†a come with different cross products, and I don't see how to combine them. Third, I don't know how to interpret the result. A spin-one particle should have three spin states, but I have two polarizations. And a linearly polarized photon seems to have zero average spin, so isn't that the third state?

**Answer**

All three difficulties can be settled by writing out the double sum. I start with the origin of S, because that fixes the conditions under which it is useful.

**Where E × A comes from**

The angular momentum of the field is J = (1/4πc) ∫ r × (E × B) d³r. With B = ∇ × A,

E × (∇ × A) = Σ_j E_j ∇A_j − (E·∇)A.

The second term can be integrated by parts. Since ∂_j r is the unit vector along axis j, and div E = 0 without charges,

Σ_j ∂_j(E_j r × A) = E × A + r × (E·∇)A.

For a field that vanishes fast enough at large distance, the left side integrates to zero. Therefore

J = (1/4πc) ∫ Σ_j E_j (r × ∇)A_j d³r + (1/4πc) ∫ E × A d³r.

The first integral contains r × ∇ and is called the orbital part. The second is S. In a periodic box the surface term need not vanish, so there I take S as a definition and return to its connection with rotations below. A is the Coulomb-gauge potential throughout, with div A = 0.

**The modes and their normalization**

The box has volume V. For each allowed k ≠ 0 choose real unit vectors e₁, e₂ with e₁ × e₂ = k̂, and define

e_λ = (e₁ + iλe₂)/√2, λ = +1 or −1.

These satisfy k·e_λ = 0 and e_λ*·e_λ' = δ_λλ'. They depend on k, which I write as e_kλ when needed. The potential is

A = Σ_kλ N_k [a_kλ e_kλ exp(ik·r) + a†_kλ e_kλ* exp(−ik·r)],

with [a_kλ, a†_k'λ'] = δ_kk' δ_λλ' and all other commutators of this kind zero. Each a_kλ varies in time as exp(−iω_k t), with ω_k = c|k|, so E = −(1/c)∂A/∂t gives

E = Σ_kλ i(ω_k/c)N_k [a_kλ e_kλ exp(ik·r) − a†_kλ e_kλ* exp(−ik·r)].

The number N_k follows from the energy (1/8π)∫(E² + B²)d³r. The a a† and a†a terms in ∫E² d³r give

V Σ_kλ (ω_k/c)² N_k² (a_kλ a†_kλ + a†_kλ a_kλ).

The magnetic field contains k × e_kλ in place of (ω_k/c)e_kλ. Because |k| = ω_k/c, it contributes the same amount. The terms with two annihilation operators pair k with −k. In E² they carry −(ω_k/c)² e_kλ·e_−kλ'. In B² the factor k' = −k reverses the sign, giving +|k|² e_kλ·e_−kλ', so the two cancel. The terms with two creation operators cancel in the same way. Using a a† = a†a + 1 and n_kλ = a†_kλ a_kλ, the energy is

H = Σ_kλ [V ω_k² N_k²/(2πc²)] (n_kλ + ½).

A quantum must have energy ħω_k, so

N_k² = 2πħc²/(ω_k V).

**The double sum for the spin**

Now multiply E by A. The integrals over the box are

∫ exp[i(k − k')·r] d³r = V δ_kk',

∫ exp[i(k + k')·r] d³r = V δ_k',−k.

Since N_k and ω_k are the same for k and −k, all terms have the common factor

(1/4πc) · i(ω_k/c) N_k² V = iħ/2.

Keeping the order of the operators,

S = (iħ/2) Σ_k Σ_λλ' [ a_kλ a†_kλ' e_kλ × e_kλ'*
 − a†_kλ a_kλ' e_kλ* × e_kλ'
 + a_kλ a_−kλ' e_kλ × e_−kλ'
 − a†_kλ a†_−kλ' e_kλ* × e_−kλ'* ].

**The terms that change the photon number**

Call the sum in the third line T:

T = Σ_k Σ_λλ' a_kλ a_−kλ' e_kλ × e_−kλ'.

Exchange the names of the summation labels, (k, λ) ↔ (−k, λ'). This changes nothing in the value of the sum. The annihilation operators commute, so their product is unchanged, while the cross product changes sign. Hence T = −T, and T = 0. The same argument removes the fourth line. The cancellation needs the sum over both k and −k; a single term is not zero in general.

**Combining a a† and a†a**

In the first line, reverse the cross product:

e_kλ × e_kλ'* = −e_kλ'* × e_kλ.

Then exchange the names λ and λ'. The first line becomes

−Σ_λλ' (e_kλ* × e_kλ') a_kλ' a†_kλ = −Σ_λλ' (e_kλ* × e_kλ') (a†_kλ a_kλ' + δ_λλ').

It now has the same cross product as the second line. Adding them,

S = −iħ Σ_k Σ_λλ' (e_kλ* × e_kλ') (a†_kλ a_kλ' + ½δ_λλ').

For the circular vectors, use e₂ × e₁ = −k̂:

e_kλ* × e_kλ' = ½(e₁ − iλe₂) × (e₁ + iλ'e₂)
 = ½(iλ' + iλ) k̂
 = iλ k̂ δ_λλ'.

The last step holds because λ + λ' is zero for opposite circular polarizations and 2λ for equal ones. With −i·i = 1,

S = ħ Σ_kλ λ k̂ (n_kλ + ½).

At each k the half quanta contribute +½ and −½ and cancel, leaving

**S = ħ Σ_k k̂ (n_k+ − n_k−).**

The vacuum therefore has no spin, and S conserves the number of photons in each circular mode.

**One photon: two eigenvalues, and neither is zero**

Let |λ⟩ = a†_kλ|0⟩ be a photon of momentum ħk. Then

S·k̂ |λ⟩ = λħ |λ⟩.

The component of spin along the momentum, in units of ħ, is the helicity. Here it is +1 or −1.

What about linear polarization? The general one-photon state with this k is

|ψ⟩ = c₊|+⟩ + c₋|−⟩, |c₊|² + |c₋|² = 1.

Its mean spin along k is ħ(|c₊|² − |c₋|²). For linear polarization the two weights are equal and the mean is zero. That does not make the state a helicity-zero eigenstate. Such an eigenstate would require

S·k̂ |ψ⟩ = ħ(c₊|+⟩ − c₋|−⟩) = 0,

and therefore c₊ = c₋ = 0, which is no state. Moreover (S·k̂)²|ψ⟩ = ħ²|ψ⟩ for any choice of c₊ and c₋. A helicity measurement on a linearly polarized photon gives +1 or −1, each with probability ½.

Two photons are a different matter. One photon in each circular mode of the same k gives total S·k̂ = ħ − ħ = 0. This is an eigenvalue zero, but it belongs to a pair.

**Why S·k̂ deserves the name helicity**

There is a gap to close. The components of S are all sums of the same number operators, so they commute:

[S_x, S_y] = 0.

A full angular momentum would have iħS_z on the right. S alone therefore does not generate rotations, and the eigenvalue ±ħ should be checked against an actual rotation.

Take the plane wave F(r) = e_λ exp(ik·r) in unbounded space, since a cube is not unchanged by a general rotation. Let R rotate by φ about k̂. The rotated field is R F(R⁻¹r). Its exponent is unchanged, because k·(R⁻¹r) = (Rk)·r = k·r. The transverse vectors become

R e₁ = cos φ e₁ + sin φ e₂,

R e₂ = −sin φ e₁ + cos φ e₂.

Therefore

R e_λ = [(cos φ − iλ sin φ)e₁ + (sin φ + iλ cos φ)e₂]/√2
 = exp(−iλφ) e_λ.

The second line uses λ² = 1, which makes sin φ + iλ cos φ equal to iλ exp(−iλφ). A one-photon state rotates as its mode function does, and the rotation operator is exp(−iφ J·k̂/ħ). Hence J·k̂ = λħ. For a plane wave the generator of rotations about k̂ thus has the same eigenvalue as S·k̂. J is meant here as that generator. The integral of r × (E × B) over a single plane wave has no component along k̂, because E × B is parallel to k. Such a wave does not vanish at large distance, and the surface term dropped earlier cancels S·k̂ in that integral.

**Where the third state went**

Three orthogonal vectors are available at each k: e₊, e₋ and k̂. The same rotation leaves k̂ exp(ik·r) unchanged, so this field would have helicity zero. It is the third member you expected. But

div[k̂ exp(ik·r)] = i|k| exp(ik·r) ≠ 0,

curl[k̂ exp(ik·r)] = ik × k̂ exp(ik·r) = 0.

The first equation excludes it from a Coulomb-gauge potential. The second shows that it would carry no magnetic field.

The exclusion is not an artefact of the gauge. Without charges, Gauss's law requires div E = 0. For a Fourier component E_k this reads k·E_k = 0, so the electric field has no part along k either. The directions left to the field form a plane, and e₊ and e₋ already span it.

The argument uses the absence of charges. If charge is present, div E = 4πρ, and the field acquires a part along k. In any gauge that part is fixed by the charge density at the same instant, through ik·E_k = 4πρ_k. It adds no independent oscillator of the field and hence no photon state. Longitudinal modes do exist in matter, for example the plasma oscillation, but their degree of freedom is the motion of the charges.

**A mode with numbers**

Take a cube with edge L = 1.50×10⁻⁴ cm and the mode k = (2π/L)(1, 2, 2). The integer vector has length 3, so

|k| = 6π/L = 1.257×10⁵ cm⁻¹,

and the wavelength is L/3 = 500 nm. The frequency is ω = c|k| = 3.767×10¹⁵ s⁻¹, and the photon energy is ħω = 3.973×10⁻¹² erg. The polarization triad is

k̂ = (0.3333, 0.6667, 0.6667),

e₁ = (0, −0.7071, 0.7071),

e₂ = (0.9428, −0.2357, −0.2357).

A classical wave gives a direct check on the coefficient ħ. Replace a₊ by a number of modulus one, choosing its phase as exp(−iωt), and put θ = k·r − ωt. Then

A = √2 N (e₁ cos θ − e₂ sin θ),

E = −√2 (ωN/c) (e₁ sin θ + e₂ cos θ).

At a fixed point A turns from e₁ towards e₂, in the right-handed sense about k̂. The cross product is

E × A = 2N(ωN/c)(sin²θ + cos²θ) k̂ = 2N(ωN/c) k̂,

the same at every point. With V = 3.375×10⁻¹² cm³, N = 2.1642×10⁻⁵ statvolt and ωN/c = 2.7196 statvolt/cm,

S·k̂ = V · 2N(ωN/c)/(4πc)
 = (3.375×10⁻¹²)(2)(2.1642×10⁻⁵)(2.7196)/(4π × 2.99792×10¹⁰) erg s
 = 1.0546×10⁻²⁷ erg s.

This is ħ, or 1.0546×10⁻³⁴ J s. The wave has the energy ħω, so its ratio of spin to energy is 1/ω. It is a classical field with the amplitude that corresponds to one quantum on average, not a one-photon state.

For an actual photon with λ = +1 in this mode, the spin vector is

⟨S⟩ = ħk̂ = (0.3333, 0.6667, 0.6667)ħ.

The value 0.3333ħ along x is a component along a fixed axis. The helicity is the component along k̂, and it is +1.

Now take an elliptically polarized photon with c₊ = 0.8 and c₋ = 0.6. Its mean helicity is

0.8² − 0.6² = 0.64 − 0.36 = 0.28.

Because the square of the helicity is 1, the standard deviation is √(1 − 0.28²) = 0.96. Linear polarization gives mean 0 and standard deviation 1. A helicity-zero eigenstate would have standard deviation 0, which is the difference between the two notions in your last question.

The numerical check checks the operator result by integrating E × A on a grid, both for classical fields and for operators in a small photon-number space.

Numbers as computed

```
hbar = 1.05457e-27 erg s
c = 2.99792e+10 cm/s
cube edge L = 1.50e-04 cm, volume V = 3.3750e-12 cm^3
integer triple of the mode: (1, 2, 2)
khat = [0.3333 0.6667 0.6667] (no unit)
e1 = [ 0.     -0.7071  0.7071] (no unit)
e2 = [ 0.9428 -0.2357 -0.2357] (no unit)
|k| = 1.25664e+05 1/cm
wavelength = 500.00 nm
omega = 3.76730e+15 1/s
photon energy hbar omega = 3.97289e-12 erg
mode amplitude N of A = 2.1642e-05 statvolt
mode amplitude omega N/c of E = 2.7196e+00 statvolt/cm
S.khat, classical + wave, |alpha|=1: 1.05457e-27 erg s
S.khat, classical - wave, |alpha|=1: -1.05457e-27 erg s
same for + wave, converted: 1.05457e-34 J s
field energy of that + wave: 3.97289e-12 erg
random 8-mode field, S from grid: [2.0572 0.4524 0.7479] hbar
random 8-mode field, S from rule: [2.0572 0.4524 0.7479] hbar
random field, energy grid/rule = 1.000000 (no unit)
one + photon, spin vector: [0.3333 0.6667 0.6667] hbar
one-photon eigenvalues of S.khat: [-1.  1.] hbar
vacuum S.khat, both helicities: 0.0000 hbar
vacuum S.khat, + mode alone: 0.5000 hbar
pair of one + and one - photon, S.khat: 0.0000 hbar
photon circular +: mean 1.0000, spread 0.0000 hbar
photon circular -: mean -1.0000, spread 0.0000 hbar
photon linear: mean 0.0000, spread 1.0000 hbar
photon elliptical 0.8, 0.6: mean 0.2800, spread 0.9600 hbar
largest element of [Sx,Sy]: 0.0000 hbar^2
largest element of Sz, same modes: 1.1139 hbar
rotation angle about khat: 0.7 rad
field lam=+1: helicity from rotation 1.0000, |div|/|k| 0.0000
field lam=+0: helicity from rotation 0.0000, |div|/|k| 1.0000
field lam=-1: helicity from rotation -1.0000, |div|/|k| 0.0000
```
